# Isolated Defect Energy and Uniaxial Screening from Three Supercells

## Problem

A defect of charge $qe$, with $q=1$, sits in an insulating crystal that is uniaxial about $z$. The dielectric constant is $\epsilon_\parallel$ for fields parallel to the basal plane and $\epsilon_z$ for fields along the axis. Three tetragonal supercells $a\times a\times c$, with $c$ along $z$, give these uncorrected energies:

| Cell | $a$ (nm) | $c$ (nm) | $E$ (eV) |
|---|---:|---:|---:|
| 1 | 1.2 | 1.2 | 2.7435 |
| 2 | 1.2 | 2.4 | 2.9005 |
| 3 | 2.4 | 1.2 | 2.8381 |

These are model data, rounded to 0.1 meV. Each cell has a uniform neutralizing background and zero average electrostatic potential. The energies share one potential alignment and one kind of screening.

(a) Treat the defect as a point charge and find its isolated energy $E_{\rm iso}$, $\epsilon_\parallel$ and $\epsilon_z$.

(b) How strongly does independent noise in the energies affect each answer?

(c) How large are the errors if the charge has a finite width, or if the alignment is slightly wrong?

## Hints

1. Stretch the coordinates so that the medium becomes vacuum. What happens to the shape of the cell?
2. Sum the periodic charges one horizontal plane at a time.
3. Use $g=\sqrt{\epsilon_\parallel\epsilon_z}$ and $s=\sqrt{\epsilon_\parallel/\epsilon_z}$ as unknowns. At fixed $s$ the equations are linear in $E_{\rm iso}$ and $1/g$.
4. For part (b), differentiate with respect to $\ln\epsilon_\parallel$ and $\ln\epsilon_z$, then invert the $3\times3$ matrix.

## Solution

### From the crystal to a vacuum lattice

Let $C=e^2/(4\pi\varepsilon_0)=1.439965$ eV nm, and let $\Omega=a^2c$. Write the potential energy of a unit charge in the periodic system as $CqV$. Then

$$
\nabla\cdot(\epsilon\nabla V)=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\right],
\qquad \langle V\rangle=0 .
$$

For one charge without images or background the solution is $V_0$, the anisotropic Coulomb potential. The difference $W=V-V_0$ is smooth at the defect. Let $v=W(0)$.

The electrostatic energy is half the charge times the potential. The background adds nothing, because it multiplies the average of $V$, which is zero. Subtracting the isolated self-energy gives

$$
E-E_{\rm iso}=Kv,\qquad K=\frac{Cq^2}{2}=0.71998\ {\rm eV\,nm}.
$$

Now set $\mathbf r=\epsilon^{1/2}\mathbf r'$. The operator $\nabla\cdot\epsilon\nabla$ becomes $\nabla'^2$. Both $\delta(\mathbf r)$ and $1/\Omega$ acquire the factor $1/\sqrt{\det\epsilon}$, where $\det\epsilon=\epsilon_\parallel^2\epsilon_z$. Thus $V=V'/\sqrt{\det\epsilon}$, with $V'$ the potential of a vacuum lattice whose edges are

$$
a'=\frac a{\sqrt{\epsilon_\parallel}},\qquad
c'=\frac c{\sqrt{\epsilon_z}},\qquad
t=\frac{c'}{a'}=s\frac ca .
$$

A Coulomb potential scales as inverse length, so $v'=-A(t)/a'$, which defines the dimensionless function $A$. Therefore

$$
v=-\frac{A(t)}{\epsilon_\parallel\sqrt{\epsilon_z}}\frac{\sqrt{\epsilon_\parallel}}a=-\frac{A(t)}{ga}.
$$

The screening enters through its geometric mean $g$ and through the apparent shape $t$.

### The function $A(t)$

Take $a'=1$ and $c'=t$. The potential at the defect has three parts.

**Plane averages.** Averaged over $x,y$, the lattice is a stack of unit-charge sheets at spacing $t$ in a background of density $-1/t$. Between two sheets the averaged potential obeys $f''=4\pi/t$. Symmetry and the jump at a sheet give $f'(0^+)=-2\pi$, so

$$
f(z)=\frac{2\pi z^2}{t}-2\pi z+b,\qquad 0<z<t.
$$

The zero average requires $2\pi t/3-\pi t+b=0$. Hence $f(0)=b=\pi t/3$.

**Other planes.** An in-plane wave vector has length $G=2\pi\rho$, with $\rho=\sqrt{m^2+n^2}$. For $G\ne0$, a plane at distance $|z|$ contributes $(2\pi/G)e^{-G|z|}$, the decaying solution of $f''-G^2f=-4\pi\delta(z)$. Summing the planes above and below gives

$$
\sum_{\mathbf G\ne0}\frac{4\pi}{G}\sum_{j=1}^{\infty}e^{-Gjt}
=2\sum_{(m,n)\ne0}\frac1{\rho(e^{2\pi\rho t}-1)} .
$$

**The defect's own plane.** What remains is a square lattice of charges with its average removed and the central charge omitted. Call its potential $-\alpha$. Use

$$
\frac1r=\int_0^\infty x^{-1/2}e^{-\pi r^2x}\,dx,\qquad
\theta(x)=\sum_{m,n}e^{-\pi\rho^2x}.
$$

The plane integral of each Gaussian is $1/x$, which is the average to be removed. Hence

$$
-\alpha=\int_0^\infty x^{-1/2}\left[\theta(x)-1-\frac1x\right]dx .
$$

Split the integral at $x=1$. Poisson summation gives $\theta(x)=\theta(1/x)/x$, and the substitution $x\to1/x$ then shows that

$$
\int_0^1x^{-1/2}\left[\theta-\frac1x\right]dx=\int_1^\infty x^{-1/2}[\theta-1]dx .
$$

The leftover pieces are $-\int_0^1x^{-1/2}dx=-2$ and $-\int_1^\infty x^{-3/2}dx=-2$. Integrating the Gaussians term by term,

$$
\alpha=4-2\sum_{(m,n)\ne0}\frac{{\rm erfc}(\sqrt\pi\rho)}\rho=3.900265 .
$$

Adding the three parts and reversing the sign,

$$
A(t)=\alpha-\frac{\pi t}{3}-2\sum_{(m,n)\ne0}\frac1{\rho(e^{2\pi\rho t}-1)} .
$$

The working equation is

$$
E_i=E_{\rm iso}-\frac{K}{g}B_i(s),\qquad
B_i(s)=\frac{A(sc_i/a_i)}{a_i}.
$$

An Ewald sum with the full dielectric tensor reproduces this energy for the three cells to numerical rounding. A separate calculation with Gaussian charge densities, extrapolated to zero width, agrees within $1.2\times10^{-5}$ eV.

### (a) Solving for the three unknowns

Subtracting the first equation from the others removes $E_{\rm iso}$:

$$
E_2-E_1=-\frac Kg(B_2-B_1),\qquad
E_3-E_1=-\frac Kg(B_3-B_1).
$$

Cross-multiplication removes $g$:

$$
D(s)=(E_2-E_1)(B_3-B_1)-(E_3-E_1)(B_2-B_1)=0 .
$$

The energy differences are 0.1570 and 0.0946 eV. Numerically, $D(1.4)=-0.002964$ and $D(1.5)=+0.017607$ eV/nm. Linear interpolation gives

$$
s\simeq1.4+0.1\,\frac{0.002964}{0.002964+0.017607}=1.4144,
$$

and refinement gives $s=1.41420$. At this value $A=2.41819$, $0.93838$ and $3.05307$ for cells 1, 2 and 3. Division by $a_i$ gives

$$
B_1=2.01516,\quad B_2=0.78198,\quad B_3=1.27211\ {\rm nm^{-1}}.
$$

Then

$$
\frac1g=\frac{0.1570}{0.71998(2.01516-0.78198)}=0.17683,
\qquad g=5.655,
$$

$$
E_{\rm iso}=2.7435+0.71998(0.17683)(2.01516)=3.0001\ {\rm eV}.
$$

Since $\epsilon_\parallel=gs$ and $\epsilon_z=g/s$, the answers are

$$
E_{\rm iso}=3.000\ {\rm eV}=4.807\times10^{-19}\ {\rm J},\qquad
\epsilon_\parallel=8.00,\qquad \epsilon_z=4.00 .
$$

The data were generated with 3, 8 and 4. The unrounded solution, 3.00006 eV, 7.9976 and 3.9989, differs because the energies were rounded.

Is this the only solution? A scan over $0.3<s<4$ finds one sign change of $D$. For larger $s$ the exponential terms in $A$ are negligible, and

$$
D\simeq(E_2-E_1)\left[-\frac{\alpha}{2.4}+0.625\frac{\pi s}{3}\right]
+(E_3-E_1)\frac{\pi s}{3.6},
$$

with lengths in nm. This is positive at $s=4$ and increases with $s$, so no root is added there. Values below $0.3$, where $\epsilon_\parallel/\epsilon_z<0.09$, were not examined. The scan is evidence for these data, not a uniqueness theorem for any three cells.

### (b) Conditioning

Let $p=\ln\epsilon_\parallel$ and $w=\ln\epsilon_z$. Then $\ln(1/g)=-(p+w)/2$ and $\ln t=(p-w)/2+\ln(c/a)$. Differentiating $-KA/(ga)$ by the product rule gives

$$
\frac{\partial E}{\partial p}=\frac{K}{2ga}(A-tA'),\qquad
\frac{\partial E}{\partial w}=\frac{K}{2ga}(A+tA'),
$$

where differentiation of the layer sum gives

$$
A'(t)=-\frac\pi3+\pi\sum_{(m,n)\ne0}\frac1{\sinh^2(\pi\rho t)} .
$$

At $\epsilon_\parallel=8$, $\epsilon_z=4$ the linearized equations are, with all changes of energy in eV,

$$
\begin{aligned}
\delta E_1&=\delta E_{\rm iso}+0.20624\,\delta p+0.05024\,\delta w,\\
\delta E_2&=\delta E_{\rm iso}+0.20684\,\delta p-0.10731\,\delta w,\\
\delta E_3&=\delta E_{\rm iso}+0.08724\,\delta p+0.07467\,\delta w.
\end{aligned}
$$

These coefficients agree with finite differences of the Ewald energies. Cells 1 and 2 respond almost equally to $\epsilon_\parallel$. When the exponentials are negligible, $A-tA'=\alpha$, which does not contain $c$. In the same limit $A+tA'=\alpha-2\pi t/3$. This changes sign at $t=3\alpha/(2\pi)\simeq1.86$, which explains the negative coefficient of cell 2, where $t=2.83$.

The inversion can be followed by hand. Neglect the difference of 0.00060 between the first two $\delta p$ coefficients. Subtracting the first equation from the second gives

$$
\delta w\simeq\frac{\delta E_1-\delta E_2}{0.15755}=6.35(\delta E_1-\delta E_2).
$$

Subtracting the first from the third, $\delta E_3-\delta E_1=-0.11900\,\delta p+0.02443\,\delta w$, so

$$
\delta p\simeq9.71\,\delta E_1-1.30\,\delta E_2-8.40\,\delta E_3 .
$$

Putting both into the first equation,

$$
\delta E_{\rm iso}\simeq-1.32\,\delta E_1+0.59\,\delta E_2+1.73\,\delta E_3 .
$$

The weights sum to one, as they must: a common shift of the three energies shifts $E_{\rm iso}$ equally.

For independent errors of standard deviation $\sigma$, the spread of an answer is $\sigma$ times the root sum of squares of its weights. The complete matrix gives factors of 2.26 for $E_{\rm iso}$, 12.9 eV$^{-1}$ for $\ln\epsilon_\parallel$ and 9.0 eV$^{-1}$ for $\ln\epsilon_z$. Noise of 1 meV therefore produces spreads of 2.3 meV, 1.3% and 0.9%. In 1500 repeated nonlinear solutions with random noise the spreads were 2.30 meV, 1.32% and 0.91%. This design is well conditioned at that noise level.

Enlarging every cell by a factor $\lambda$ leaves $t$ unchanged and divides the dielectric columns of the matrix by $\lambda$. At fixed energy noise, the error of $E_{\rm iso}$ stays the same, while the relative dielectric errors grow as $\lambda$. Larger cells weaken the signal from which the screening is read.

### (c) Errors of the point-charge model

Suppose the charge has a normalized Gaussian density $n$ with standard deviation $\sigma_d$ along each direction. Its interaction with the images and background is

$$
K\iint n(\mathbf r)n(\mathbf r')W(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
$$

The function $W$ is even. Let $\mathbf d=\mathbf r-\mathbf r'$, whose components satisfy $\langle d_id_j\rangle=2\sigma_d^2\delta_{ij}$. Expanding $W$ to second order gives

$$
\Delta E_{\rm width}=K\sigma_d^2\nabla^2W(0)+\cdots .
$$

This requires a charge compact compared with the cell. Because $W$ scales as inverse length, the correction falls as $\lambda^{-3}$ when all cells are enlarged at fixed shape. In an isotropic medium, $\epsilon\nabla^2W(0)=4\pi/\Omega$, so the leading correction depends on the volume alone. In a uniaxial medium Poisson's equation fixes a weighted sum of second derivatives, not the ordinary Laplacian, and the correction also depends on shape.

The linear inversion turns a $\lambda^{-3}$ energy error into a $\lambda^{-3}$ error of $E_{\rm iso}$ and a $\lambda^{-2}$ relative error of the dielectric constants. For $\sigma_d=0.10$ nm, the point-charge solution has these biases:

| Cell scale $\lambda$ | $E_{\rm iso}$ (meV) | $\epsilon_\parallel$ | $\epsilon_z$ |
|---:|---:|---:|---:|
| 1 | −3.7 | +4.1% | +4.4% |
| 2 | −0.46 | +0.98% | +1.06% |
| 4 | −0.06 | +0.24% | +0.26% |

From $\lambda=2$ to 4 the biases fall by factors of 8.02, 4.05 and 4.03, close to the predicted 8, 4 and 4. Enlarging the cells thus reduces this bias but raises the dielectric error from noise. The better size depends on which error dominates.

For the alignment, take errors of 10, 5 and 2.5 meV in cells 1, 2 and 3, inversely proportional to volume. The weights above predict

$$
\delta E_{\rm iso}\simeq-13.2+2.9+4.3=-6.0\ {\rm meV}.
$$

The nonlinear solution also gives −6.0 meV, with $\epsilon_\parallel$ too large by 7.5% and $\epsilon_z$ by 3.3%. Three equations for three unknowns leave no residual to reveal such an error. A fourth cell can provide a check if the residual it leaves clearly exceeds that residual's own noise, which includes the noise carried over from the three fitted energies. Let its alignment error also be inversely proportional to volume. A cell with $a=1.2$ nm and $c=3.6$ nm then misses the energy predicted by the fit by 3.4 meV, but one with $a=1.2$ nm and $c=1.8$ nm misses it by only 0.8 meV. Independent noise of 1 meV in all four energies gives these residuals spreads of 2.4 and 1.2 meV, so at that noise level neither cell would reveal the error reliably.

The parameters represent no particular material. The charge of a real defect has a finite extent. For the Gaussian with $\sigma_d=0.10$ nm in the original three cells, this moves the fitted dielectric constants by about 4%. A charge spread over much of the cell lies outside the expansion. The meaning of the fitted constants also depends on the calculation: fixed ions give electronic screening, while full ionic relaxation adds the lattice response. Mixing the two in one set of energies invalidates the equations.

## Variation 1: one shape, three sizes

Replace the cells by cubes with edges 1.2, 1.8 and 2.4 nm. What can be found?

Now $t=s$ in every cell, and

$$
E_i=E_{\rm iso}-K\frac{A(s)}g\frac1{a_i}.
$$

A plot of $E$ against $1/a$ is a straight line. Its intercept gives $E_{\rm iso}$, and its slope gives the single combination $A(s)/g$. The two dielectric constants cannot be separated. For example, $(\epsilon_\parallel,\epsilon_z)=(8.408,3)$ and $(8,4)$ give the same three energies within about $3\times10^{-6}$ eV, and this remainder comes from rounding the value 8.408. This design serves if the isolated energy is the only quantity wanted and the point-charge model holds.

## Variation 2: one base, three heights

Keep $a=1.2$ nm and choose $c=1.2$, 1.8 and 2.4 nm. The three shapes differ. Is that enough?

Here $t\geq1.41$ at the example's dielectric constants. Dropping the exponentials in $A$ and using $s/g=1/\epsilon_z$,

$$
E\simeq\left(E_{\rm iso}-\frac{K\alpha}{ga}\right)+\frac{K\pi}{3a^2\epsilon_z}c .
$$

The energies lie almost on a straight line in $c$. The slope gives $\epsilon_z$, but $E_{\rm iso}$ and $g$ appear together in the intercept.

They are separated by the small curvature that the exponentials leave. The four vectors with $\rho=1$ add $Kh/(ga)$ to the energy, with $h\simeq8e^{-2\pi t}$. For equally spaced heights, the shortest cell dominates the second difference:

$$
S=E_1-2E_2+E_3\simeq\frac{K}{ga}\,8e^{-2\pi t_1}.
$$

Hold $\epsilon_z$ at the value fixed by the slope. Then $s=g/\epsilon_z$, so $t_1\propto g$, and

$$
\delta S\simeq-S(1+2\pi t_1)\,\delta\ln g .
$$

Keeping the intercept fixed requires $\delta E_{\rm iso}=-(K\alpha/ga)\,\delta\ln g$. Noise $\sigma$ in each energy gives $S$ a spread $\sqrt{1+4+1}\,\sigma$. Dividing the two responses,

$$
\frac{\sigma(E_{\rm iso})}{\sigma}\simeq
\frac{\sqrt6\,\alpha\,e^{2\pi t_1}}{8(1+2\pi t_1)} .
$$

This estimate gives 873; the full matrix gives 883. With heights of 1.5, 2.1 and 2.7 nm the values are 6574 and 6724. Making all three cells taller at fixed base worsens the design.

Changing $g$ by 10% at fixed $\epsilon_z=4$ shows the ambiguity. It gives $\epsilon_\parallel=9.68$, and keeping the intercept fixed lowers $E_{\rm iso}$ by

$$
\frac{0.71998\times3.900265}{1.2\times5.65685}\left(1-\frac1{1.1}\right)=0.0376\ {\rm eV}.
$$

No energy in the data changes by more than 0.08 meV, so noise of 1 meV hides the difference completely. The remedy is to vary the base as well. To obtain all three unknowns from elongated cells, the three rows $(1,\,1/a_i,\,c_i/a_i^2)$ must be linearly independent, and the amplification factors then show whether they are independent enough for the noise at hand. The remaining values are in the numerical output.

## Table of computed values

```
C = 1.439965 eV nm; charge q = 1 e; alpha = 3.900265
chosen E_iso = 3.0000 eV; eps_parallel = 8.000; eps_z = 4.000
chosen g = 5.65685; s = 1.41421
cell 1: a=1.2 nm, c=1.2 nm, E=2.7435 eV, t=1.41420, A=2.41819
cell 2: a=1.2 nm, c=2.4 nm, E=2.9005 eV, t=2.82839, A=0.93838
cell 3: a=2.4 nm, c=1.2 nm, E=2.8381 eV, t=0.70710, A=3.05307
root equation at s=1.0: -0.098018 eV/nm
root equation at s=1.4: -0.002964 eV/nm
root equation at s=1.5: +0.017607 eV/nm
roots found for 0.3 < s < 4: 1
solved s = 1.41420; g = 5.65521
solved E_iso = 3.00006 eV = 4.80662 e-19 J
solved eps_parallel = 7.9976; eps_z = 3.9989
largest layer-Ewald difference = 5.6e-17 eV
largest density-Ewald difference = 1.2e-05 eV
Jacobian cell 1: dE/dE_iso=1, dE/dln eps_p=0.20624 eV, dE/dln eps_z=0.05024 eV
Jacobian cell 2: dE/dE_iso=1, dE/dln eps_p=0.20684 eV, dE/dln eps_z=-0.10731 eV
Jacobian cell 3: dE/dE_iso=1, dE/dln eps_p=0.08724 eV, dE/dln eps_z=0.07467 eV
amplification: E_iso 2.261 (dimensionless)
amplification: ln eps_p 12.915, ln eps_z 9.006 per eV
noise per energy = 1.0 meV
predicted spread: E_iso 2.26 meV, eps_p 1.29%, eps_z 0.90%
sampled spread: E_iso 2.30 meV, eps_p 1.32%, eps_z 0.91%
same-shape twin: eps_p=8.4079, eps_z=3.0; largest energy gap=2.8e-17 eV
a=1.2 nm, c=1.2, 1.8, 2.4 nm: E_iso amplification=882.5, law=873.2
a=1.2 nm, c=1.5, 2.1, 2.7 nm: E_iso amplification=6723.6, law=6574.1
height-only near twin: eps_p=9.680, eps_z=4.000, E_iso=2.96239 eV
near twin: E_iso shift=-37.61 meV, largest data change=0.0751 meV
Gaussian charge standard deviation = 0.10 nm
size x1: bias E_iso=-3.680 meV, eps_p=+4.119%, eps_z=+4.377%
size x2: bias E_iso=-0.456 meV, eps_p=+0.984%, eps_z=+1.059%
size x4: bias E_iso=-0.057 meV, eps_p=+0.243%, eps_z=+0.263%
bias ratios x2/x4: E_iso 8.021, eps_p 4.046, eps_z 4.032
alignment error in cell 1 = 10.0 meV, scaled as 1/volume
alignment bias: E_iso=-6.00 meV, eps_p=+7.46%, eps_z=+3.30%
```
